# The Casimir–Polder dispersion energy of two molecules, with benzene as example, part 3

Two neutral, non-overlapping ground-state particles $A$, $B$ at distance $R$ attract through the retarded dipole interaction. This part applies the resulting formulas to benzene. Units are Gaussian; numbers are atomic ($\hbar=1$, $c=137.036$). A numerical check accompanies the text.

With excitation energies $\omega_n$, dipole elements $d_i^{0n}$ and $f_n=\tfrac23\omega_n|\mathbf d^{0n}|^2$,

$$\alpha_{ik}(i\xi)=\sum_n\frac{2\omega_n\,d_i^{0n}d_k^{n0}}{\omega_n^2+\xi^2}.\tag{4}$$

$$U=-\frac{C_6}{R^6},\qquad C_6=\frac3\pi\int_0^\infty\!\alpha_A\alpha_B\,d\xi=\frac32\sum_{n,m}\frac{f_nf_m}{\omega_n\omega_m(\omega_n+\omega_m)}.\tag{6}$$

Imaginary-time ($\tau$) correlators are transformed by

$$\int_{-\infty}^\infty d\tau\,e^{i\xi\tau}e^{-\omega|\tau|}=\frac1{\omega-i\xi}+\frac1{\omega+i\xi}=\frac{2\omega}{\omega^2+\xi^2}.\tag{9}$$

The general energy, with field correlator $D$ and $x=\xi R/c$, is

$$U(\mathbf R)=-\frac1{2\pi}\int_0^\infty d\xi\;\mathrm{Tr}\big[\alpha_A(i\xi)\,D(\xi)\,\alpha_B(i\xi)\,D^{\mathsf T}(\xi)\big].\tag{11}$$

$$D_\parallel=\frac{2(1+x)\,e^{-x}}{R^3},\qquad D_\perp=-\frac{(1+x+x^2)\,e^{-x}}{R^3}.\tag{12}$$

$D_\parallel$ acts along $\mathbf R$, the double eigenvalue $D_\perp$ across it; $D(0)=T$, with $T_{ij}=\partial_i\partial_j(1/R)$. For isotropic particles, or orientation averages with $\alpha=\tfrac13\mathrm{Tr}\,\alpha_{ij}$,

$$U(R)=-\frac{\hbar}{\pi R^6}\int_0^\infty d\xi\;\alpha_A(i\xi)\,\alpha_B(i\xi)\,h\!\Big(\frac{\xi R}c\Big),\qquad h(x)=e^{-2x}\big(3+6x+5x^2+2x^3+x^4\big).\tag{13}$$

$$h'(x)=-2x\,(1+2x+x^3)\,e^{-2x}<0 .\tag{14}$$

$$C_7=\frac{\hbar c}\pi\,\alpha_A(0)\,\alpha_B(0)\int_0^\infty h\,dx=\frac{23\,\hbar c\,\alpha_A(0)\,\alpha_B(0)}{4\pi}.\tag{17}$$

Here $|U|\le C_6/R^6$ and $|U|\le C_7/R^7$, approached at short and long range; the local exponent lies between 6 and 7. The corrected forms, both lower bounds on $|U|$, are

$$U\simeq-\frac{C_6}{R^6}+\frac{W_4}{c^2R^4},\qquad W_4=\frac1\pi\int_0^\infty\!\xi^2\alpha_A\alpha_B\,d\xi=\frac12\sum_{n,m}\frac{f_nf_m}{\omega_n+\omega_m}.\tag{18}$$

$$U\simeq-\frac{C_7}{R^7}+\frac{C_9}{R^9},\qquad C_9=\frac{129\,c^3}{8\pi}\big[\alpha_A(0)S_B+S_A\alpha_B(0)\big].\tag{19}$$

Here $S=\sum_nf_n/\omega_n^4$. In (18), $(3-h)/x^2\le1$ was replaced by its limit 1 at $x\to0$.

Over $0<x<\infty$, $\int h\,dx=\frac{23}4$, $\int R^6D_\parallel^2dx=5$ and $\int R^6D_\perp^2dx=\tfrac{13}4$. For isotropic particles the longitudinal share of the attraction is $4/6$ at short range and $10/23$ at long range. Permanent dipoles are written $\mathbf p_X$.

### One oscillator and the crossover

The asymptotes cross at $R^*=C_7/C_6$. For identical particles with a single excitation, $\alpha=\alpha_0\omega_0^2/(\omega_0^2+\xi^2)$, formula (6) with $f=\alpha_0\omega_0^2$ gives $C_6=\tfrac32\alpha_0^2\omega_0^4/(2\omega_0^3)=\tfrac34\alpha_0^2\omega_0$, and

$$R^*=\frac{23c}{4\pi}\cdot\frac4{3\omega_0}=\frac{23}{3\pi}\,\frac c{\omega_0}=2.44\,\frac c{\omega_0}.$$

For a real spectrum, $\omega_{\rm eff}=4C_6/3\alpha(0)^2$ defines the frequency for which this relation holds.

### Benzene

The geometry is a planar hexagon with assumed bond lengths C–C 1.39 Å and C–H 1.09 Å, ring normal along $z$, nuclei clamped. The response is electronic only, from time-dependent Hartree–Fock in the 6-31+G basis (90 functions, 1449 singlet excitations, $E_{\rm RHF}=-230.631$ hartree). In this approximation, with the matrices $\mathsf A$ and $\mathsf B$ of the method and the occupied–virtual dipole integrals $\mathsf d_i$, the closed-shell polarizability is $\alpha_{ii}(i\xi)=4\,\mathsf d_i^{\mathsf T}[(\mathsf A+\mathsf B)+\xi^2(\mathsf A-\mathsf B)^{-1}]^{-1}\mathsf d_i$. Factor $\mathsf A-\mathsf B=LL^{\mathsf T}$. Then the bracket is $L^{-\mathsf T}[L^{\mathsf T}(\mathsf A+\mathsf B)L+\xi^2]L^{-1}$ and its inverse is $L[\dots]^{-1}L^{\mathsf T}$. With eigenvalues $\omega_n^2$ and eigenvectors $v_n$ of $L^{\mathsf T}(\mathsf A+\mathsf B)L$, $\alpha_{ii}=\sum_n4(\mathsf d_i^{\mathsf T}Lv_n)^2/(\omega_n^2+\xi^2)$. This has the form of (4) with non-negative strengths, so every bound above applies to the orientation-averaged energy. For a clamped orientation the London bound can fail, because $R^3|D_\perp|=(1+x+x^2)e^{-x}=1+x^2/2+\dots$ first rises with $x$. The static values are $\alpha_{xx}=\alpha_{yy}=73.95$ and $\alpha_{zz}=38.46$ bohr$^3$. A separate Hartree–Fock calculation in a field of 0.001 atomic units along each axis gives 73.96 and 38.47, which tests the working formula and its factor 4 at $\xi=0$.

The mean is $(2\times73.953+38.464)/3=62.123$ bohr$^3$, with square 3859.3. The long-range coefficient is

$$C_7=\frac{23\times137.036\times3859.3}{4\pi}=9.68\times10^5\ \text{hartree bohr}^7=4.90\times10^{-84}\ \text{J m}^7,$$

and $C_6=1407.6$ hartree bohr$^6=1.35\times10^{-76}$ J m$^6$. The crossover is $R^*=9.67968\times10^5/1407.60=688$ bohr $=36.4$ nm. There the true energy is 0.618 of the common value of the asymptotes, so either power law is too large by a factor $1/0.618=1.62$ relative to (13). The measured mean polarizability is roughly 70 bohr$^3$, so this model falls short, and $C_7\propto\alpha^2$ is low by roughly a fifth relative to a value built on that figure. The digits quoted here describe the model and not the molecule, and they are not converged in the basis: the strengths $f_n$ add up to 26 instead of the 42 electrons. With aug-cc-pVDZ on carbon and 6-31G on hydrogen (150 functions) the mean polarizability becomes 67.2 bohr$^3$, $C_6=1721$, $C_7=1.13\times10^6$ and $R^*=659$ bohr. Among the quantities below, $W_4$ moves from 179 to 253, the energy at 1000 bohr from $-7.08$ to $-8.4\times10^{-16}$ hartree, its ratio to London's law from 0.503 to 0.487, and the face-to-face ratios from 0.740 and 0.968 to 0.789 and 0.963.

The lowest bright excitation lies at 0.276 hartree, with $c/\omega=497$ bohr, but the effective frequency is higher: $\omega_{\rm eff}=4\times1407.6/(3\times3859.3)=0.486$ hartree. A single oscillator at this frequency gives $62.12\times0.2365/(0.2365+0.25)=30.2$ bohr$^3$ at $\xi=0.5$ hartree, against the computed 30.07. At $\xi=5$ it gives 0.58 against 0.907, so the computed spectrum has more strength at high energy than this single oscillator.

| $R$ / bohr | $U$ / hartree | $U/(-C_6R^{-6})$ | $U/(-C_7R^{-7})$ | exponent |
|---|---|---|---|---|
| 20 | $-2.194\times10^{-5}$ | 0.9977 | 0.029 | 6.004 |
| 100 | $-1.355\times10^{-9}$ | 0.9625 | 0.140 | 6.061 |
| 300 | $-1.603\times10^{-12}$ | 0.830 | 0.362 | 6.238 |
| 1000 | $-7.077\times10^{-16}$ | 0.503 | 0.731 | 6.613 |
| 3000 | $-4.165\times10^{-19}$ | 0.216 | 0.941 | 6.895 |
| 10000 | $-9.618\times10^{-23}$ | 0.068 | 0.9936 | 6.987 |

The ratio to London's law is the average of $h/3$ with weight $\alpha^2(i\xi)$. At $R=1000$ bohr, $x=7.297\,\xi$ with $\xi$ in hartree. At $\xi=0.1$, $x=0.730$ and $h/3=11.10\times0.2324/3=0.86$, where $\alpha^2=58.62^2=3436$ bohr$^6$. At $\xi=0.25$, $x=1.824$, $h/3=53.8\times0.0260/3=0.47$ and $\alpha^2=2187$. At $\xi=0.5$, $x=3.65$, $h/3=0.083$ and $\alpha^2=904$. The cutoff of $h$ falls inside the range where $\alpha^2$ is still large, and the weighted average is the 0.503 of the table: $-1407.6\times10^{-18}\times0.5028=-7.08\times10^{-16}$ hartree. In (13), contributions with $\xi\gg c/R$ are suppressed, while those with $\xi\ll c/R$ keep nearly their London weight.

The long-range correction uses $S=383.99$ atomic units: $C_9=\frac{129}{8\pi}\times137.036^3\times2\times62.123\times383.99=6.30\times10^{11}$ hartree bohr$^9$, and $C_9/C_7=6.51\times10^5$ bohr$^2$. At 10000 bohr the two-term ratio is $1-0.0065=0.9935$, just under the full 0.9936, as a lower bound must be. The short-range correction uses $W_4=179.2$ atomic units: $W_4/(c^2C_6)=6.78\times10^{-6}$ bohr$^{-2}$, and at 20 bohr the two-term ratio is $1-0.0027=0.9973$ against the full 0.9977. Here the second term overshoots the true reduction, 0.0023, by a visible part of itself although 20 bohr is far below 497 bohr. The integrand of $W_4$ decays only as $\xi^{-2}$, and its tail lies where $x$ is not small and $(3-h)/x^2$ is well below 1. As a rough estimate, $\xi^2\alpha=25\times0.907=22.7$ at $\xi=5$; holding this constant, the tail beyond $\xi=c/R=6.85$ hartree is $22.7^2/(6.85\pi)=24$, or 13% of $W_4$. The observed gap, about $0.0004/0.0027$, is of the same order. The two need not be equal: the true $h$ reduces the tail without removing it, and frequencies below $c/R$ also contribute to the gap. The numerical check tests both limits and both correction terms at the formal distances 0.1 and $10^5$ bohr, and the two upper bounds at 25 distances from 1 to $10^6$ bohr.

Equation (11) also gives the dispersion part of the energy at a fixed orientation. It is not the whole interaction there, because benzene has a permanent quadrupole, $\Theta_{zz}\approx-6.9$ atomic units in the same Hartree–Fock calculation. With both normals along $\mathbf R$, one molecule has the potential $\phi=\Theta_{zz}/R^3$ on the axis at large $R$, and the other has the energy $\tfrac12\Theta_{zz}\phi''=6\Theta_{zz}^2/R^5$ in it. This repulsion exceeds the dispersion attraction at all distances in the table. It is linear in each traceless quadrupole tensor, so it vanishes in the orientation average used above.

For the dispersion part in this face-to-face geometry, all tensors in (11) are diagonal and the trace is $\alpha_{zz}^2D_\parallel^2+(\alpha_{xx}^2+\alpha_{yy}^2)D_\perp^2$. At long range,

$$C_7^{\rm face}=\frac c{2\pi}\Big[5\times38.464^2+\frac{13}4\times2\times73.953^2\Big]=21.81\times(7397+35549)=9.37\times10^5,$$

which is 0.968 of the averaged $C_7$. At short range $C_6^{\rm face}=\frac1{2\pi}\int(4\alpha_{zz}^2+\alpha_{xx}^2+\alpha_{yy}^2)\,d\xi=1041$, which is 0.740 of the averaged $C_6$. The weak axis $z$ is longitudinal here, and the relative weight of the longitudinal coupling, measured by its share for isotropic particles, drops from $4/6$ to $10/23$. With static values alone the London weights give $(4\times1479.5+2\times5469)/(6\times3859.3)=0.728$, so the change of weights alone gives $0.968-0.728=0.240$, slightly more than the actual difference $0.968-0.740=0.228$; the remaining $0.012$ is the effect of using $\alpha(i\xi)$ instead of the static values in $C_6$.

### Where the numbers stop applying

At the short end, higher multipoles add terms of relative order (size$/R)^2$ to the orientation-averaged energy. With a molecular radius of roughly 5 bohr this parameter is 0.06 at 20 bohr, before a numerical coefficient that is not computed here; the parameter alone is far above the 0.2% retardation effect in the first row, so that row describes the dipole formula and not the full interaction.

At the long end, temperature enters. At finite $T$ the correlators are periodic in $\tau$ with period $\hbar/k_BT$, and the integral over $\xi$ becomes a sum over $\xi_n=2\pi nk_BT/\hbar$ with half weight at $n=0$, for particles that remain in their ground states. The spacing in $x$ is $2\pi R/\ell_T$ with $\ell_T=\hbar c/k_BT$, which is $1.44\times10^5$ bohr (7.63 μm) at 300 K. At 10000 bohr the spacing is $\Delta=0.44$. By (14), $h'=-2x+4x^3-\tfrac{22}3x^4+\dots$, so $h'(0)=h'''(0)=0$ and $h^{(5)}(0)=-176$, while $\alpha(i\xi)$ is even in $\xi$. The first Euler–Maclaurin correction to the integral is then $176\,\Delta^6/30240\approx4\times10^{-5}$ against $23/4$, just under $10^{-5}$ relative, so for the electronic polarizability used here the last row is barely affected at 300 K. The estimate needs $\alpha(i\xi)$ to vary slowly over the spacing $2\pi k_BT=0.006$ hartree. Benzene's strong infrared band near 670 cm$^{-1}$ (0.003 hartree) does not meet this condition, and with typical infrared intensities it raises the thermal change at this distance to the order of $10^{-3}$. The correction keeps growing with distance, but it follows $\Delta^6$ only while $\Delta$ is well below 1. The sum gives a free energy of interaction. When the spacing is large only $n=0$ survives, and this free energy is $-\frac1{\pi R^6}\cdot2\pi k_BT\cdot\frac12\cdot3\,\alpha_A(0)\alpha_B(0)=-3k_BT\alpha_A(0)\alpha_B(0)/R^6$.

Clamped nuclei omit infrared-active vibrations. Each adds a term $f/(\omega^2+\xi^2)$ at low $\omega$, which reaches its static value only for $R\gg c/\omega$, so the strict asymptote (17) needs the full static polarizability, and the electronic $C_7$ applies approximately in the window between the electronic and the vibrational values of $c/\omega$, well away from both ends. For benzene the vibrational $c/\omega$ runs from about $10^4$ bohr (C–H stretch) to $4.5\times10^4$ bohr (out-of-plane bend), so the last row of the table lies at the edge of the window. A vibrational polarizability of roughly 2 bohr$^3$ adds about 1% to the attraction there, more than the 0.6% by which that row departs from $C_7/R^7$. Magnetic dipole coupling was dropped at the Hamiltonian; magnetic polarizabilities would contribute at the same power $R^{-7}$, and (17) is the purely electric part. If one particle is excited, some $\omega_n$ are negative, (9) fails because $e^{-\omega|\tau|}$ grows, and real photon emission adds terms that (13) does not contain. If the particles carry permanent dipoles, the one-photon term $-\mathbf p_A\cdot T\cdot\mathbf p_B$, falling as $R^{-3}$, dominates at large distance for any fixed orientation at which it does not vanish.

## Computed values

```
int h = 23/4, int x^2 h = 129/8, int DL^2 = 5, int DT^2 = 13/4 (pure numbers)
x=0.0: mode sum R^3 DL=2.000000, R^3 DT=-1.000000; formula 2.000000, -1.000000
x=0.7: mode sum R^3 DL=1.688390, R^3 DT=-1.087522; formula 1.688390, -1.087522
x=2.5: mode sum R^3 DL=0.574595, R^3 DT=-0.800329; formula 0.574595, -0.800329
wA R/c=0.2, wB R/c=0.3: time-ordered -11.83418771, formula -11.83418775 (model)
wA R/c=2.0, wB R/c=3.0: time-ordered -0.79729137, formula -0.79729137 (model)
wA R/c=15.0, wB R/c=20.0: time-ordered -0.02537121, formula -0.02537121 (model)
few-mode model: RS4 -0.01260744, diagonalized -0.012607, formula -0.01260744
with permanent dipoles: RS2 cross term 0.160955 equals -pA.D(0).pB (model)
benzene: rCC = 1.39 A, rCH = 1.09 A, 90 basis functions, 1449 excitations
E(RHF) = -230.63057 Eh;  c = 137.0360 a.u.
alpha(0) TDHF: xx = 73.953, zz = 38.464, mean = 62.123 bohr^3
alpha(0) finite field F = 0.001 a.u./axis: xx = 73.96, zz = 38.47 bohr^3
lowest bright excitation (f > 1e-3) = 0.2758 Eh, c/w = 496.8 bohr
alpha(i xi), xi = 0.1 Eh: 58.621 bohr^3
alpha(i xi), xi = 0.25 Eh: 46.770 bohr^3
alpha(i xi), xi = 0.5 Eh: 30.072 bohr^3
alpha(i xi), xi = 1.0 Eh: 14.047 bohr^3
alpha(i xi), xi = 2.0 Eh: 4.843 bohr^3
alpha(i xi), xi = 5.0 Eh: 0.907 bohr^3
C6 state sum = 1407.60, quadrature = 1407.60 Eh bohr^6 = 1.3476e-76 J m^6
W4 = 179.20 a.u.;  W4/(c^2 C6) = 6.7795e-06 bohr^-2
C7 = 9.67968e+05 Eh bohr^7 = 4.9038e-84 J m^7
S = 383.99 a.u.;  C9 = 6.3016e+11 Eh bohr^9;  C9/C7 = 6.5102e+05 bohr^2
crossover R* = C7/C6 = 687.7 bohr = 36.39 nm
at R*: U/(-C6/R^6) = 0.6178
face to face: C6 = 1040.98 Eh bohr^6, C7 = 9.36652e+05 Eh bohr^7
R/bohr   U/Eh   U/(-C6/R^6)   U/(-C7/R^7)   -dlnU/dlnR
    20  -2.1943e-05  0.9977  0.0290  6.004
    50  -8.9006e-08  0.9880  0.0718  6.021
   100  -1.3548e-09  0.9625  0.1400  6.061
   300  -1.6030e-12  0.8302  0.3622  6.238
  1000  -7.0772e-16  0.5028  0.7311  6.613
  3000  -4.1648e-19  0.2157  0.9410  6.895
 10000  -9.6181e-23  0.0683  0.9936  6.987
two-term short range, R = 20 bohr: 1 - W4 R^2/(c^2 C6) = 0.9973
two-term long range, R = 10000 bohr: 1 - C9/(C7 R^2) = 0.9935
hbar c/(kB T) at T = 300 K: 1.442e+05 bohr = 7.63 micrometre
```
